# Stopping power of a fast charge in the RPA electron gas: test program

```python
# Result under test (Hartree atomic units): a fast heavy charge Z in an RPA
# electron gas loses energy at the rate S = (Z^2 wp^2/v^2) L, with
#   L = ln(2 v^2/wp) - (3/5) vF^2/v^2 + O(v^-4),
# and plasmons and electron-hole pairs contribute equally to dL/dv above a
# threshold speed. Splitting at momentum sqrt(2 wp) halves L at high speed.
# Symbols: v speed, q momentum transfer, omega energy transfer, wp plasma
# frequency, vF Fermi speed, eps dielectric function, w = omega/q.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

BASE_X, BASE_W = np.polynomial.legendre.leggauss(20)


def gauss(a, b, panels):
    """Composite Gauss-Legendre nodes and weights on [a, b]."""
    edges = np.linspace(a, b, panels + 1)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    x = mid[:, None] + half[:, None] * BASE_X
    return x.ravel(), (half[:, None] * BASE_W).ravel()


rs = 2.0
density = 3 / (4 * np.pi * rs**3)
vF = (3 * np.pi**2 * density) ** (1 / 3)
wp = np.sqrt(4 * np.pi * density)
q_split = np.sqrt(2 * wp)


def eps(q, omega):
    """Lindhard function for omega real outside the continuum or Im > 0."""
    z = q / (2 * vF)
    u = omega / (q * vF) + 0j
    a, b = z - u, z + u
    f = 0.5 + ((1 - a**2) * np.log((a + 1) / (a - 1))
               + (1 - b**2) * np.log((b + 1) / (b - 1))) / (8 * z)
    return 1 + f / (np.pi * vF * z**2)


def loss(q, omega):
    return (-1 / eps(q, omega + 1e-13j)).imag


# Closed form of eps against the direct average over the Fermi sphere
p, p_weight = gauss(-vF, vF, 20)
p_weight = p_weight * 3 / (4 * vF) * (1 - p**2 / vF**2)
for q, om in [(0.4, 0.3 + 0.2j), (1.5, 1.1 + 0.3j), (3.0, 5.0 + 0.4j)]:
    direct = 1 - wp**2 * np.sum(p_weight / ((om - q * p)**2 - q**4 / 4))
    assert abs(direct - eps(q, om)) < 1e-8


# Drag in a gas at rest: gradient of the induced potential at the charge,
# with weak damping gamma removed by linear extrapolation
def drag_from_potential(v, gamma, q_low, q_high, panels):
    q, q_weight = gauss(q_low, q_high, panels)
    mu, mu_weight = gauss(-1, 1, 100)
    q = q[:, None]
    omega = q * mu * v
    inverse = 1 / (1 - wp**2 / (omega * (omega + 1j * gamma) - q**4 / 4))
    h = 0.005
    phase = np.exp(1j * q * mu * h) - np.exp(-1j * q * mu * h)
    difference = ((inverse - 1) * phase) @ mu_weight
    return (q_weight @ difference).real / (np.pi * 2 * h)


v_rest = 2.0
rest_parts = []
for q_low, q_high, panels in [(0, q_split, 25), (q_split, 8, 60)]:
    strong = drag_from_potential(v_rest, 0.08, q_low, q_high, panels)
    weak = drag_from_potential(v_rest, 0.04, q_low, q_high, panels)
    rest_parts.append((2 * weak - strong) * v_rest**2 / wp**2)
L_rest = np.arccosh(v_rest**2 / wp)
# the tolerances cover the terms of second order in the damping
assert abs(sum(rest_parts) / L_rest - 1) < 0.01
assert all(abs(part / (L_rest / 2) - 1) < 0.02 for part in rest_parts)


# Plasmon branch and the point where it meets the continuum
def upper_edge(q):
    return q**2 / 2 + q * vF


q_c = brentq(lambda q: eps(q, upper_edge(q) * (1 + 1e-13)).real, 0.3, 1.8)
v_c = q_c / 2 + vF
assert q_c < q_split


def plasmon_energy(q):
    return brentq(lambda om: eps(q, om).real,
                  upper_edge(q) * (1 + 1e-12), 3.0, xtol=1e-14)


def plasmon_weight(q):
    """Share of the energy-weighted sum rule carried by the plasmon."""
    om = plasmon_energy(q)
    slope = eps(q, om + 1e-20j).imag / 1e-20
    return 2 * om / (wp**2 * slope)


T, T_WEIGHT = gauss(0, 1, 12)


def continuum_weight(q, v=np.inf):
    """Share of the sum rule carried by pairs with omega < q v."""
    kink = abs(q * vF - q**2 / 2)
    top = min(upper_edge(q), q * v)
    total = 0.0
    if q < 2 * vF:
        om, om_weight = gauss(0, kink, 4)
        total += np.sum(om_weight * om * loss(q, om))
    if top > kink:
        span = top - kink
        om = top - span * T**3
        total += np.sum(T_WEIGHT * 3 * T**2 * span * om * loss(q, om))
    return 2 * total / (np.pi * wp**2)


sum_rule = []
for q in (0.5 * q_c, 1.3 * q_c, 3 * q_c):
    share = continuum_weight(q) + (plasmon_weight(q) if q < q_c else 0)
    sum_rule.append(share)
    assert abs(share - 1) < 1e-3


# Equality at fixed phase velocity: pole residue against cut integral
def pole_and_cut(w):
    def denominator(s):
        return s - wp**2 * np.sum(p_weight / ((w - p)**2 - s / 4))
    s_p = brentq(denominator, 0, 4 * (w - vF)**2, xtol=1e-14)
    slope = 1 - wp**2 * np.sum(p_weight / 4 / ((w - p)**2 - s_p / 4)**2)
    cut = quad(lambda q: 2 * q * loss(q, q * w),
               2 * (w - vF), 2 * (w + vF), limit=400)[0]
    return np.pi * s_p / slope, cut


fixed_w = [(w, *pole_and_cut(w)) for w in (1.1 * v_c, 3.0, 10.0)]
for w, pole, cut in fixed_w:
    assert abs(pole / cut - 1) < 1e-4


# Full logarithm from the definition, separated by kind of excitation
def integrate_q(function, a, b, panels):
    """Integral of function(q) dq/q, evenly spaced in ln q."""
    y, y_weight = gauss(np.log(a), np.log(b), panels)
    return sum(c * function(np.exp(t)) for t, c in zip(y, y_weight))


def integrate_near(function, start, end, panels):
    """Integral of function(q) dq/q with nodes dense near start."""
    t, t_weight = gauss(0, 1, panels)
    q = start + (end - start) * t**2
    c = t_weight * 2 * t * abs(end - start) / q
    return sum(ci * function(qi) for qi, ci in zip(q, c))


plasmon_fixed = integrate_near(plasmon_weight, q_c, q_c / 2, 4)
pairs_soft = (integrate_near(continuum_weight, q_c, 0, 6)
              + integrate_near(continuum_weight, q_c, q_split, 6))
pairs_middle = integrate_q(continuum_weight, q_split, 2 * vF, 4)

rows = []
for v in (5.0, 10.0, 20.0):
    q_minus = brentq(lambda q: eps(q, q * v).real, 0.3 * wp / v, 2 * wp / v)
    L_pl = plasmon_fixed + integrate_q(plasmon_weight, q_minus, q_c / 2, 3)
    hard = (pairs_middle
            + integrate_q(continuum_weight, 2 * vF, 2 * (v - vF), 6)
            + integrate_q(lambda q: continuum_weight(q, v),
                          2 * (v - vF), 2 * (v + vF), 4))
    L_eh = pairs_soft + hard
    bethe = np.log(2 * v**2 / wp)
    corrected = bethe - 0.6 * vF**2 / v**2
    assert abs(L_pl + L_eh - corrected) < 0.5 / v**4 + 2e-4
    assert abs(L_pl + pairs_soft - hard) < 1e-3
    rows.append((v, q_minus, L_pl, L_eh, L_pl + pairs_soft, hard,
                 bethe, corrected))
for first, second in zip(rows, rows[1:]):
    assert abs((second[2] - first[2]) - (second[3] - first[3])) < 1e-4

hartree_eV = pc['Hartree energy in eV'][0]
bohr_A = pc['Bohr radius'][0] * 1e10
proton_mass = pc['proton-electron mass ratio'][0]

print(f"density parameter r_s = {rs:.1f} bohr")
print(f"electron density = {density:.6f} bohr^-3")
print(f"Fermi speed vF = {vF:.5f} a.u.")
print(f"plasma frequency wp = {wp:.5f} hartree")
print(f"splitting momentum sqrt(2 wp) = {q_split:.5f} bohr^-1")
print(f"plasmon meets continuum at q_c = {q_c:.5f} bohr^-1")
print(f"threshold speed v_c = {v_c:.5f} a.u.")
print(f"gas at rest, v = {v_rest:.1f} a.u.: arcosh(v^2/wp) = {L_rest:.4f}")
print(f"  from potential: soft {rest_parts[0]:.4f}, "
      f"hard {rest_parts[1]:.4f}, sum {sum(rest_parts):.4f}")
print("sum-rule shares at q/q_c = 0.5, 1.3, 3.0: "
      + ", ".join(f"{x:.5f}" for x in sum_rule))
print(f"plasmon share of sum rule at q_c/2 = {plasmon_weight(q_c/2):.5f}")
for w, pole, cut in fixed_w:
    print(f"phase velocity {w:.4f} a.u.: plasmon {pole:.6f}, "
          f"pairs {cut:.6f} bohr^-2")
for v, q_minus, L_pl, L_eh, soft, hard, bethe, corrected in rows:
    L = L_pl + L_eh
    stopping = wp**2 / v**2 * L
    energy = proton_mass * v**2 / 2 * hartree_eV / 1e6
    print(f"v = {v:.0f} a.u., proton energy = {energy:.3f} MeV")
    print(f"  lower momentum q_minus = {q_minus:.5f} bohr^-1")
    print(f"  L plasmon = {L_pl:.4f}, L pairs = {L_eh:.4f}, "
          f"L total = {L:.4f}")
    print(f"  pairs minus plasmon = {L_eh - L_pl:.4f}, "
          f"plasmon share = {100 * L_pl / L:.2f} %")
    print(f"  L soft = {soft:.4f}, L hard = {hard:.4f}")
    print(f"  ln(2v^2/wp) = {bethe:.4f}, with vF term = {corrected:.4f}")
    print(f"  stopping power = {stopping:.6f} hartree/bohr")
    if v == 10:
        print(f"  stopping power = {stopping*hartree_eV/bohr_A:.4f} eV/A")
print("no test failed")
```

It prints:

```
density parameter r_s = 2.0 bohr
electron density = 0.029842 bohr^-3
Fermi speed vF = 0.95958 a.u.
plasma frequency wp = 0.61237 hartree
splitting momentum sqrt(2 wp) = 1.10668 bohr^-1
plasmon meets continuum at q_c = 0.69957 bohr^-1
threshold speed v_c = 1.30937 a.u.
gas at rest, v = 2.0 a.u.: arcosh(v^2/wp) = 2.5639
  from potential: soft 1.2800, hard 1.2819, sum 2.5619
sum-rule shares at q/q_c = 0.5, 1.3, 3.0: 1.00000, 1.00000, 1.00000
plasmon share of sum rule at q_c/2 = 0.99119
phase velocity 1.4403 a.u.: plasmon 0.949669, pairs 0.949669 bohr^-2
phase velocity 3.0000 a.u.: plasmon 0.139976, pairs 0.139976 bohr^-2
phase velocity 10.0000 a.u.: plasmon 0.011847, pairs 0.011847 bohr^-2
v = 5 a.u., proton energy = 0.625 MeV
  lower momentum q_minus = 0.12387 bohr^-1
  L plasmon = 1.6525, L pairs = 2.7274, L total = 4.3799
  pairs minus plasmon = 1.0749, plasmon share = 37.73 %
  L soft = 2.1899, L hard = 2.1899
  ln(2v^2/wp) = 4.4024, with vF term = 4.3803
  stopping power = 0.065698 hartree/bohr
v = 10 a.u., proton energy = 2.498 MeV
  lower momentum q_minus = 0.06141 bohr^-1
  L plasmon = 2.3541, L pairs = 3.4291, L total = 5.7832
  pairs minus plasmon = 1.0749, plasmon share = 40.71 %
  L soft = 2.8916, L hard = 2.8916
  ln(2v^2/wp) = 5.7887, with vF term = 5.7832
  stopping power = 0.021687 hartree/bohr
  stopping power = 1.1152 eV/A
v = 20 a.u., proton energy = 9.993 MeV
  lower momentum q_minus = 0.03064 bohr^-1
  L plasmon = 3.0494, L pairs = 4.1243, L total = 7.1736
  pairs minus plasmon = 1.0749, plasmon share = 42.51 %
  L soft = 3.5868, L hard = 3.5868
  ln(2v^2/wp) = 7.1750, with vF term = 7.1736
  stopping power = 0.006725 hartree/bohr
no test failed
```
